Why an Isocoric Phosphorus Donor in Silicon Is Not Effective-Mass Ideal

A calculation of a phosphorus donor in silicon begins with a choice. One may solve for a single conduction valley in the potential of a point charge reduced by the static dielectric constant, and count the result six times. Or one may keep all six valleys together and let the screening depend on distance. The first choice gives a sixfold degenerate ground level (spin aside), the second a single lowest level, so binding energy and low-temperature occupations depend on it.

The case for the simple choice runs as follows. Phosphorus follows silicon in the periodic table, and both ions have the ten-electron neon core. A central-cell correction describes the difference between two cores. If the cores are the same, there is nothing to correct, and phosphorus should be the ideal effective-mass donor.

The premise is nearly right. The conclusion fails because equal cores leave a bare Coulomb potential near the donor, and not one already divided by the static dielectric constant.

**What equal cores leave behind**

Write K = e²/(4πε₀) = 1.440 eV nm. Outside the cores, the ten core electrons of P⁵⁺ and Si⁴⁺ repel an outer electron equally, and the potential-energy difference is −K/r. Hartree-Fock calculations of the two free ions, in an uncontracted triple-zeta Gaussian basis, give an effective charge difference of 0.957 e at 0.05 nm and 0.9998 e at 0.10 nm. The extra charge is thus almost a point charge down to a fraction of the 0.235 nm bond length.

How completely do the valence electrons screen it? Take linear Thomas-Fermi screening. A uniform gas of density n = k_F³/(3π²) has dn/dE_F = mk_F/(π²ħ²). Let U(r) be the potential energy of an electron, and let the induced density vanish beyond a radius R. Inside R the induced density is (dn/dE_F)[U(R) − U], and Poisson's equation gives, away from the nucleus,

∇²U = k_s²[U − U(R)], k_s² = (e²/ε₀)mk_F/(π²ħ²) = 4k_F/(πa₀),

with a₀ the Bohr radius. Outside, U = −K/(ε_s r), where ε_s is the static dielectric constant.

Put χ = rU. Then χ″ = k_s²[χ − rU(R)]. The solution for which χ − rU(R) vanishes at R, and χ tends to −K at the nucleus, is

U = −K sinh[k_s(R−r)]/(r sinh k_sR) − K/(ε_sR).

Outside, χ is constant, so continuity of the field requires χ′(R) = 0:

−K/(ε_sR) + Kk_s/sinh(k_sR) = 0, or sinh(k_sR)/(k_sR) = ε_s.

Silicon has 32 valence electrons per cubic cell. As model inputs take a cubic lattice constant of 0.543 nm and ε_s = 11.4. Then k_F = 18.09 nm⁻¹, k_s = 20.86 nm⁻¹ and R = 0.224 nm. In this model full static screening is reached just inside the first bond length.

Define the short-range excess U_s = U + K/(ε_sr). Inside R, (rU_s)″ = −k_s²K sinh[k_s(R−r)]/sinh(k_sR), which is negative. Since rU_s and its slope both vanish at R, rU_s is negative for all r < R. Incomplete screening is therefore an extra attraction, present even if the two cores are identical.

**The same potential seen by wavevector**

Valleys lie far apart in reciprocal space, so their coupling needs the Fourier transform U(q) = ∫U exp(iq·r)d³r. Including the nucleus,

∇²U = 4πKδ(r) − k_s²K sinh[k_s(R−r)]/(r sinh k_sR),

the second term being present for r < R. Transforming both sides gives

−q²U(q) = 4πK[1 − k_s²I/(q sinh k_sR)],

I = ∫₀ᴿ sinh[k_s(R−r)] sin(qr)dr.

Two integrations by parts give k_s²I = q sinh(k_sR) − k_s sin(qR) − q²I. Solving for I and using sinh(k_sR) = ε_sk_sR,

U(q) = −4πK/[q²ε(q)],

1/ε(q) = [q² + k_s² sin(qR)/(ε_sqR)]/(k_s² + q²).

At q → 0 this returns 1/ε_s; at large q it tends to 1. A slowly varying potential is fully screened, a rapidly varying one hardly at all.

**Six valleys and their matrix**

The conduction minima lie at ±k₀ along the three cubic axes. Write the donor state as

ψ = Σ_μ α_μF_μ(r)φ_μ(r),

where φ_μ is the Bloch function at minimum μ, with |φ_μ|² averaging to one over a cell, and F_μ is a normalized envelope. Place the donor at the origin and choose phases so that φ_μ(0) > 0.

With the potential −K/(ε_sr) and no coupling, each valley has the same energy −E_b. The envelope overlap between different valleys is negligible, because F varies over nanometres while the valleys differ by wavevectors above 10 nm⁻¹. (An added reciprocal-lattice vector can bring opposite valleys closer than this, but symmetry removes that term, as shown below.) First-order degenerate perturbation theory then requires the matrix of the remaining potential. Expand φ_μ = Σ_p c_μ(p)exp(ip·r), with p = k_μ + G and G a reciprocal-lattice vector. Since F hardly changes over R or over 1/q, take it at the origin:

W_μν = |F(0)|²J_μν, J_μν = Σ_pp′ c_μ*(p)c_ν(p′)U(|p′−p|).

For μ = ν and p = p′, U must be replaced by U_s, because the long-range part is already in E_b. All other terms contain the full U.

Symmetry leaves three numbers: J₀ within a valley, J_g between opposite valleys and J_f between perpendicular ones. Each valley has one opposite and four perpendicular partners. Order the valleys as +x, −x, +y, −y, +z, −z and apply the matrix to three vectors:

(1,1,1,1,1,1) gives A1: J₀ + J_g + 4J_f.

(1,1,−1,−1,0,0) gives E: J₀ + J_g − 2J_f.

(1,−1,0,0,0,0) gives T2: J₀ − J_g.

Their degeneracies are one, two and three. The A1 amplitudes add at the donor: with α_μ = 1/√6, the Bloch factor of the density is |6φ_μ(0)/√6|² = 6|φ_μ(0)|². For E and T2 the coefficients sum to zero, and so does the amplitude. A short-range attraction therefore favours A1.

**The envelope**

With z along the valley axis, use the trial function

F = (πa²b)^(−1/2) exp(−s), s² = (x²+y²)/a² + z²/b².

Each derivative brings a factor such as −x/(a²s). Since x²/(a²s²) averages to 1/3 over scaled directions, the mean squared derivatives are 1/(3a²), 1/(3a²) and 1/(3b²). For the Coulomb term, ⟨1/s⟩ = 1, and the average over u, the cosine of the scaled polar angle, is

∫₀¹du/√[a² − (a²−b²)u²] = arcsin(κ)/(aκ), κ² = 1 − b²/a².

The energy is therefore

E(a,b) = (ħ²/2)[2/(3m_ta²) + 1/(3m_lb²)] − (K/ε_s)arcsin(κ)/(aκ).

For the rough masses m_t = 0.19mₑ and m_l = 0.92mₑ, numerical minimization gives a = 2.373 nm, b = 1.361 nm and E_b = 31.2 meV. The envelope density at the donor is

|F(0)|² = 1/(πa²b) = 0.0415 nm⁻³.

Diagonalization in 36 anisotropic Gaussians changes E_b by 0.04 meV and lowers this density by about 2%; part of that is the missing cusp of Gaussians, and a converged basis lowers it by about 1.4%. The simple envelope is adequate for the unperturbed problem.

**The number that refutes the belief**

The Bloch functions come from a local empirical pseudopotential with form factors −0.21, 0.04 and 0.08 Ry at |G|² = 3, 8 and 11 in units of (2π/a_c)², where a_c is the lattice constant. They multiply [1 + exp(−iG·d)]/2, where d joins the two atoms of the cell. Plane waves with |k+G|² up to 21 in the same units are kept. Raising this limit to 45 reduces the A1 shift found below by about 2% and the A1 density at the donor by about 6%, so the last digits shown serve only to follow the arithmetic. The minimum falls at k₀ = 0.854(2π/a_c), and the gap is 0.81 eV (0.82 eV at the larger limit), below the measured value of a little over 1.1 eV.

Perpendicular valleys differ by √2k₀ = 13.97 nm⁻¹, where ε(q) = 3.23. Opposite valleys differ by 2k₀ = 19.75 nm⁻¹, where ε(q) = 2.16. Neither value is near 11.4.

The plane-wave sums are

J₀ = −0.02004 eV nm³,
J_g = −0.00827 eV nm³,
J_f = −0.01282 eV nm³.

For A1 they combine to

−0.02004 − 0.00827 − 4(0.01282) = −0.0796 eV nm³.

Multiplication by 0.0415 nm⁻³ gives a shift of −3.3 meV. The same arithmetic gives −0.1 meV for E and −0.5 meV for T2. The first-order levels, measured from the conduction edge, are −34.5 meV for A1, −31.3 meV for E and −31.7 meV for T2. No difference between the cores has entered these numbers.

Of the A1 shift, −0.8 meV comes from J₀ and −2.5 meV from the coupling between valleys. The perpendicular coupling is close in value to its direct term, but only because the other terms nearly cancel. The sum of c_μ*(p)c_ν(p′) over pairs with p′−p = k_ν−k_μ is 0.417, and

0.417 × [−18.10/(3.227 × 13.97²)] = −0.0120 eV nm³,

where 18.10 eV nm is 4πK. Added reciprocal-lattice vectors give a term of about +0.013 eV nm³ at 11.8 nm⁻¹ and terms of both signs, negative in sum, at larger q; together they come to only −0.0008 eV nm³. For opposite valleys the corresponding sum is −0.159, so the direct term is positive. The negative J_g comes from terms with added reciprocal-lattice vectors. Single plane waves in place of the Bloch functions would give −18.10/(2.161 × 19.75²) = −0.0215 eV nm³, which has the right sign but is about 2.6 times too large.

One such added vector might seem dangerous: G = 2(2π/a_c) along the valley axis brings opposite valleys to a separation of about 3.4 nm⁻¹, where U is large. Symmetry removes this term. Rotate by 90° about z and translate by (a_c/4)(1,1,1), an operation of the diamond lattice. The functions at ±k₀ acquire phases exp(∓ik₀a_c/4), and a component of φ_{k₀}*φ_{−k₀} at wavevector −2k₀+G acquires a net factor exp(iGa_c/4) in its defining integral. This factor is −1 here. An integral equal to its own negative is zero.

**Is weak screening really responsible?**

Hold the envelope and Bloch functions fixed, but set ε(q) = 11.4 at every q. The A1 shift falls from −3.3 to −0.17 meV. A uniformly screened point charge still couples valleys, so even that potential does not give strict sixfold degeneracy, but the A1 shift is about nineteen times smaller.

This ratio exceeds the ratio of the dielectric functions for two reasons. First, uniform screening leaves no excess U_s, so the p = p′ terms within a valley vanish. In the actual integral they contribute −4πK[(1 − 1/ε_s)/k_s² − R²/(6ε_s)] = −0.0247 eV nm³, the q → 0 limit of the transform of U_s. Second, the terms that remain largely cancel. With uniform screening, the four direct perpendicular terms give

4 × 0.417 × [−18.10/(11.4 × 13.97²)] = −0.0136 eV nm³,

whereas the complete A1 integral is −0.0042 eV nm³. The other terms cancel most of the direct coupling. The excess U_s supplies the remaining −0.0754 eV nm³ of the actual integral, about 95% of it.

**How far the estimate can be trusted**

The first-order shift holds the envelope fixed. Let Δ = 3.3 meV be its size, and shrink all envelope lengths by a factor s. At the unperturbed minimum the kinetic energy is E_b and the Coulomb energy −2E_b, while |F(0)|² grows as s³:

E(s) = E_b(s² − 2s) − Δs³.

Put s = 1+x. The terms that determine the leading response are E_bx² − 3Δx. Their minimum is at x = 3Δ/(2E_b), with an energy gain

9Δ²/(4E_b) = 0.8 meV.

Here x = 0.16, so higher terms matter. Setting dE/ds = 0 in the full expression gives s = [1 − √(1−6Δ/E_b)]/(3Δ/E_b) = 1.25 and a gain of about 1.2 meV. This local minimum exists only for 6Δ < E_b. The fall of E(s) at large s lies outside the model and does not predict collapse. The contact approximation takes F as constant over R, and for so small an envelope the effective-mass kinetic energy and the neglect of overlap between valleys fail as well.

Other changes are comparable or smaller. Letting the product of envelopes decay as exp[−2r/(a²b)^(1/3)] reduces the shift to −3.2 meV. Changing k_s by −10% or +10%, with k_sR held fixed, gives −3.7 or −2.9 meV. The A1 total is less sensitive to the form of ε(q) than its parts. An empirical fit for silicon, with ε(q) near 2.0 and 1.5 at the two valley separations, leaves the A1 shift near −3.4 meV, but only −0.2 meV of it then comes from J₀, and the E and T2 shifts become about +0.9 and +0.1 meV. The small E and T2 shifts, and even their signs, therefore depend on the screening model. Linear screening is itself an approximation: close to the donor |U| exceeds the Fermi energy of about 12.5 eV. Keeping the full Thomas-Fermi density, proportional to the 3/2 power of the local kinetic energy, shortens R to 0.212 nm and reduces the shift to −2.8 meV.

The cores are also not identical. A spherical shell of core charge at radius t, compared with the same charge at the centre, changes the integrated potential by

4π∫₀ᵗr²(1/t − 1/r)dr = −2πt²/3

per unit charge. The phosphorus core is more compact, so the difference is repulsive:

K(2π/3)(⟨r²⟩_Si − ⟨r²⟩_P) = 0.0045 eV nm³,

where ⟨r²⟩ is summed over core electrons. The pseudopotential A1 density at the donor is 4.62 times the cell mean, so the shift is

0.0415 × 4.62 × 0.0045 eV = +0.9 meV.

This is a size estimate, since a pseudopotential density does not describe the true oscillations inside the core. It opposes the deepening and does not cause it.

**Beside the real donor**

The measured A1 binding is roughly 45 meV, and the other 1s levels lie roughly 33 meV below the conduction edge. The model has the right single lowest level, but its 34.5 meV recovers only about a quarter of the extra A1 binding above 31.2 meV. Uniform contraction does not close the gap. A likely further contribution is a local build-up of amplitude near the donor, which a single exponential cannot represent; that is a conjecture here. Local fields in the screening, lattice relaxation and the all-electron core are also missing.

The discrepancy matters when occupations are calculated. At 20 K the thermal energy is 1.72 meV. With the model's spacings, the populations relative to A1 are 3exp(−2.82/1.72) = 0.58 for T2 and 2exp(−3.19/1.72) = 0.31 for E, leaving about 53% of bound electrons in A1. Six degenerate valleys would leave 17%. With a rough real spacing of 12 meV, the excited population is about 5exp(−12/1.72) = 0.005 of that in A1. These estimates assume isolated donors in equilibrium without strain or field; donors close enough to overlap need a different calculation.

For binding energies or occupations of phosphorus, the six-valley calculation with distance-dependent screening is therefore the proper starting point, and its first-order form is not yet quantitative. The single-valley result remains a useful approximation for E and T2, whose amplitudes vanish at the donor.
